# The spillage of an atomic-orbital basis and its exact gradient, part 1

(Sections cited here and not found follow in the second part.)

A calculation in a basis of numerical atomic orbitals begins with three choices for each element: the radius $r_c$ beyond which the orbitals vanish, the number of radial functions for each angular momentum, and their shapes. For chlorine one must decide, for example, how much a minimal set of one $s$ and one $p$ function gains from a second $s$ and $p$ pair, and how much more from a $d$ function added after that. One measure for this decision is the spillage, the part of accurately known reference states that the basis cannot represent. It compares basis sizes fairly only after the shapes have been optimised for each size, which for a 2s2p1d set means a minimisation over some fifty coefficients. That calls for the exact gradient of the spillage, and because orbitals on different atoms overlap, both the spillage and its gradient must carry the inverse overlap matrix.

## Setting and assumptions

Hartree atomic units are used. The reference data come from several structures $\kappa$, each a geometry or a geometry with a Bloch vector. In structure $\kappa$ there are states $\psi_{\kappa n}$ with weights $w_{\kappa n}\ge 0$ and $\sum_{\kappa n}w_{\kappa n}=1$. The label $\kappa$ is dropped from quantities that belong to one structure.

On atom $I$, with $\mathbf r_I$ the position relative to it, the primitive functions are

$$\chi_{Ilmq}(\mathbf r)=j_l(q r_I)\,Y_{lm}(\hat{\mathbf r}_I)\,\theta(r_c-r_I),\qquad j_l(qr_c)=0,\quad q\le q_{\max},$$

where $j_l$ is a spherical Bessel function, $Y_{lm}$ an orthonormal spherical harmonic and $\theta$ the unit step. The basis orbitals are

$$\phi_{Ilm\zeta}=\sum_q c_{l\zeta q}\,\chi_{Ilmq},\qquad \zeta=1,\dots,n_l .$$

One species is treated; for several, $c$ gains a species label and sums over $I$ run over the atoms of that species. The coefficients of one $l$ form a matrix $c_l$ with rows $q$ and columns $\zeta$. For a crystal each $\chi$ is replaced by its Bloch sum and scalar products are taken over one cell; $c$ does not depend on the Bloch vector. The assumptions are:

- (A1) the $c_{l\zeta q}$ are real and common to all $m$, all atoms and all structures;
- (A2) in every structure the orbitals $\phi_\mu$, $\mu=(I,l,m,\zeta)$, are linearly independent;
- (A3) the states, the weights, $r_c$ and the wave numbers $q$ do not depend on $c$.

With $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$, (A2) makes $S$ Hermitian and positive definite, because $b^\dagger Sb=\|\sum_\mu b_\mu\phi_\mu\|^2>0$ for $b\neq0$. Define

$$P=\sum_{\mu\nu}|\phi_\mu\rangle(S^{-1})_{\mu\nu}\langle\phi_\nu|,\qquad \mathcal S=\sum_{\kappa n}w_{\kappa n}\langle\psi_{\kappa n}|1-P_\kappa|\psi_{\kappa n}\rangle .$$

## The theorem

**Theorem.** Under (A1) to (A3), let $a_{\mu n}=\sum_\nu (S^{-1})_{\mu\nu}\langle\phi_\nu|\psi_n\rangle$. Then:

(i) $\mathcal S$ is the weighted squared distance of the states from the span of the basis;

(ii) its gradient is

$$g_{l\zeta q}\equiv\frac{\partial\mathcal S}{\partial c_{l\zeta q}}=-2\,\mathrm{Re}\sum_{\kappa n}w_{\kappa n}\sum_{I,m}a^*_{Ilm\zeta,n}\,\langle\chi_{Ilmq}|(1-P)|\psi_n\rangle ;$$

(iii) for real invertible $n_l\times n_l$ matrices $M_l$, the change $c_l\to c_lM_l$ leaves $\mathcal S$ unchanged and sends $g_l\to g_lM_l^{-T}$; moreover $c_l^Tg_l=0$ everywhere, and at a stationary point the Hessian has at least $\sum_l n_l^2$ zero modes.

## The projector

**Lemma 1.** For any $\psi$, the function $F(b)=\|\psi-\sum_\mu b_\mu\phi_\mu\|^2$ has its only minimum at $b=a=S^{-1}A$, where $A_\mu=\langle\phi_\mu|\psi\rangle$, and the minimum is $\langle\psi|1-P|\psi\rangle$. Also $P^\dagger=P=P^2$ and $P\phi_\lambda=\phi_\lambda$.

*Proof.* Expanding the square gives $F=\langle\psi|\psi\rangle-b^\dagger A-A^\dagger b+b^\dagger Sb$. Since $Sa=A$ and $S^\dagger=S$,

$$(b-a)^\dagger S(b-a)=b^\dagger Sb-b^\dagger A-A^\dagger b+A^\dagger S^{-1}A .$$

Hence $F=\langle\psi|\psi\rangle-A^\dagger S^{-1}A+(b-a)^\dagger S(b-a)$. The last term is positive unless $b=a$, and $A^\dagger S^{-1}A=\langle\psi|P|\psi\rangle$ by the definition of $P$. The operator $P$ is Hermitian because $S^{-1}$ is. Further, $P|\phi_\lambda\rangle=\sum_{\mu\nu}|\phi_\mu\rangle(S^{-1})_{\mu\nu}S_{\nu\lambda}=|\phi_\lambda\rangle$. As $P\psi=\sum_\mu a_\mu\phi_\mu$ lies in the span, on which $P$ is the identity, $P^2=P$. ∎

Summing Lemma 1 with the weights proves part (i), and three consequences follow. For normalised states $0\le\mathcal S\le1$, since $F\ge0$ and $F(0)=1$. Adding orbitals to a basis cannot raise $\mathcal S$, since the minimum is then taken over a larger set that contains the old one. Finally, every $\phi$ lies in the span of the primitives, and every primitive vanishes outside the union of the spheres, where the residual equals $\psi$ itself. With $\mathcal S_{\rm prim}$ the spillage of the uncontracted primitive set and $\mathcal S_{\rm out}$ the weighted norm of the states outside all spheres,

$$\mathcal S_{\rm out}\le\mathcal S_{\rm prim}\le\mathcal S(c)\quad\text{for all }c .$$

*Remark (the inverse cannot be left out).* Let $K=\sum_\mu|\phi_\mu\rangle\langle\phi_\mu|$. The matrix elements of $K^2-K$ between basis orbitals form the matrix $S^3-S^2=S^2(S-1)$, so $K$ is a projector only if $S=1$. For two normalised orbitals with real overlap $s$ and $\psi=(\phi_1+\phi_2)/\sqrt{2(1+s)}$, each $A_\mu$ equals $(1+s)/\sqrt{2(1+s)}$, so $\langle\psi|K|\psi\rangle=1+s$. The quantity $\langle\psi|1-K|\psi\rangle=-s$ is negative for $s>0$, although $\psi$ lies wholly in the basis and the true spillage is zero.

## Matrix form and the one-centre integrals

Collect the primitive labels in $p=(I,l,m,q)$ and write $\phi_\mu=\sum_p\chi_pC_{p\mu}$. The real matrix $C$ is block diagonal, with one copy of $c_l$ for every $(I,l,m)$:

$$C_{Ilmq,\,I'l'm'\zeta}=\delta_{II'}\delta_{ll'}\delta_{mm'}\,c_{l\zeta q}.$$

With $B_{pp'}=\langle\chi_p|\chi_{p'}\rangle$ and $Q_{pn}=\langle\chi_p|\psi_n\rangle$, linearity and the reality of $C$ give

$$S=C^TBC,\qquad A=C^TQ,\qquad \mathcal S=\sum_{\kappa n}w_{\kappa n}\left(\langle\psi_n|\psi_n\rangle-A_n^\dagger S^{-1}A_n\right),$$

where $A_n$ is column $n$ of $A$. By (A3), $B$ and $Q$ are computed once, and all dependence on $c$ is matrix algebra. Only $S$ is inverted, so $B$ may be ill conditioned.

**Lemma 2.** If $j_l(qr_c)=j_l(q'r_c)=0$ with $q,q'>0$, then

$$\int_0^{r_c}j_l(qr)\,j_l(q'r)\,r^2\,dr=\delta_{qq'}N_{lq}^2,\qquad N_{lq}^2=\tfrac12 r_c^3\,j_{l+1}(qr_c)^2 .$$

*Proof.* The function $u_k(r)=r\,j_l(kr)$ obeys the spherical Bessel equation in the form $u_k''=[l(l+1)/r^2-k^2]u_k$, and $u_k(0)=0$. Multiplying the equation for $u_q$ by $u_k$, that for $u_k$ by $u_q$, and subtracting cancels the centrifugal terms:

$$(u_ku_q'-u_qu_k')'=u_ku_q''-u_qu_k''=(k^2-q^2)\,u_ku_q .$$

Integrate from $0$ to $r_c$. The lower limit vanishes because both functions vanish there with finite slope, and $u_q(r_c)=0$ removes one term at the upper limit:

$$(k^2-q^2)\int_0^{r_c}u_ku_q\,dr=u_k(r_c)\,u_q'(r_c).$$

For $k=q'\ne q$ the right side is zero. For $k\to q$, set $z=qr_c$. Then $u_k(r_c)=r_c^2(k-q)\,j_l'(z)+O((k-q)^2)$, $u_q'(r_c)=j_l(z)+z\,j_l'(z)=z\,j_l'(z)$ and $k^2-q^2\to2q(k-q)$, so the integral is $r_c^2\,z\,j_l'(z)^2/(2q)=r_c^3j_l'(z)^2/2$. The Rayleigh formula $z^{-l}j_l=(-z^{-1}d/dz)^l(\sin z/z)$ gives $d(z^{-l}j_l)/dz=-z^{-l}j_{l+1}$, that is $j_l'=(l/z)j_l-j_{l+1}$, which at a zero of $j_l$ is $-j_{l+1}$. ∎

Together with the orthonormality of the $Y_{lm}$, Lemma 2 makes the block of $B$ for one atom of a molecule diagonal. In the scaled coefficients $x_{l\zeta q}=N_{lq}c_{l\zeta q}$ the on-site overlap of the orbitals of one $(l,m)$ is $x_l^Tx_l$, and $\partial\mathcal S/\partial x_{l\zeta q}=g_{l\zeta q}/N_{lq}$. A normalised orbital has dimensionless $x$, so $N$ and $g$ carry bohr$^{3/2}$ and $c$ carries bohr$^{-3/2}$. The primitives are continuous at $r_c$ with a jump in slope; the overlap integrals contain no derivatives and remain well defined, but a numerical quadrature should be broken at the kink.

## Proof of the gradient formula

**Lemma 3.** In one structure, for an arbitrary real variation $\delta C$,

$$\delta(A_n^\dagger S^{-1}A_n)=2\,\mathrm{Re}\;a_n^\dagger\,\delta C^TD_n,\qquad D_n=Q_n-BCa_n,\qquad D_{pn}=\langle\chi_p|(1-P)|\psi_n\rangle .$$

*Proof.* Varying $SS^{-1}=1$ gives $\delta S\,S^{-1}+S\,\delta(S^{-1})=0$, so $\delta(S^{-1})=-S^{-1}\delta S\,S^{-1}$. The product rule, with $a_n=S^{-1}A_n$ and $a_n^\dagger=A_n^\dagger S^{-1}$, gives

$$\delta(A_n^\dagger S^{-1}A_n)=\delta A_n^\dagger a_n+a_n^\dagger\delta A_n-a_n^\dagger\,\delta S\,a_n .$$

Here $\delta A_n=\delta C^TQ_n$, and the first two terms are complex conjugates, so they sum to $2\,\mathrm{Re}\,a_n^\dagger\delta C^TQ_n$. In the third term $\delta S=\delta C^TBC+C^TB\,\delta C$. The second matrix is the adjoint of the first, because $B^\dagger=B$ and $C$, $\delta C$ are real, so $a_n^\dagger\delta S\,a_n=2\,\mathrm{Re}\,a_n^\dagger\delta C^TBCa_n$. Subtracting gives the stated form. Finally

$$(BCa_n)_p=\sum_\mu\Big\langle\chi_p\Big|\sum_{p'}\chi_{p'}C_{p'\mu}\Big\rangle a_{\mu n}=\sum_\mu\langle\chi_p|\phi_\mu\rangle a_{\mu n}=\langle\chi_p|P|\psi_n\rangle .\qquad∎$$

*Proof of (ii).* The norms $\langle\psi_n|\psi_n\rangle$ are fixed by (A3), and the projected part enters $\mathcal S$ with a minus sign. Writing out $a_n^\dagger\delta C^TD_n=\sum_{\mu p}a^*_{\mu n}\,\delta C_{p\mu}D_{pn}$,

$$\delta\mathcal S=\sum_\kappa\sum_{p\mu}G^\kappa_{p\mu}\,\delta C_{p\mu},\qquad G^\kappa_{p\mu}=-2\,\mathrm{Re}\sum_nw_{\kappa n}D_{pn}a^*_{\mu n}.$$

By (A1), changing one coefficient $c_{l\zeta q}$ changes, by the same amount, exactly the elements of $C$ with $p=(I,l,m,q)$ and $\mu=(I,l,m,\zeta)$, for all $I$ and $m$ in every structure. The chain rule therefore gives $g_{l\zeta q}=\sum_\kappa\sum_{I,m}G^\kappa_{Ilmq,\,Ilm\zeta}$, which is (ii). ∎

*Remark (meaning).* By Lemma 1, $\mathcal S$ is a minimum over the expansion coefficients $b$, so their response to $\delta c$ does not enter at first order, and one may vary $\|\psi-\sum a_\mu\phi_\mu\|^2$ at fixed $a$. This gives $-2\,\mathrm{Re}\sum_\mu a_\mu^*\langle\delta\phi_\mu|(1-P)\psi\rangle$, in agreement with Lemma 3. To first order in $\delta c$, a change of shape lowers the spillage only if the weighted sum of $\mathrm{Re}\,a_\mu^*\langle\delta\phi_\mu|(1-P)\psi\rangle$ over states, atoms and $m$ is positive; a term contributes only if the orbital is used ($a\neq0$) and the added piece overlaps the missing part of the state. If all states lie in the span, then $D=0$ and the gradient vanishes together with $\mathcal S$.

*Remark (the term from $\delta S$).* Treating $S^{-1}$ as constant replaces $D$ by $Q$ and yields a false gradient $\tilde g$. Its derivative along a common rescaling, $\delta C=\epsilon C$, is

$$\sum_{l\zeta q}c_{l\zeta q}\,\tilde g_{l\zeta q}=-2\,\mathrm{Re}\sum w\,a_n^\dagger C^TQ_n=-2\sum w\,A_n^\dagger S^{-1}A_n,$$

which equals $-2(1-\mathcal S)$ for normalised states. Rescaling does not change the span, so the true value is zero. The error is of order one and does not shrink as the basis improves.

Parts (i) and (ii) of the theorem are now proved: the spillage is the weighted squared distance of the reference states from the span of the basis, and its exact gradient includes the response of the inverse overlap matrix. What remains is the proof of the gauge properties (iii), the one-centre limit, the conditions under which the result fails, and the worked example of the chlorine molecule.
